A Current Slope above Two Can Come from Built-in Voltage

**Q:** I measured a hole-only polymer diode, plotted log J against log V, and found a slope of about 2.5 near 3 V. Space-charge-limited current without traps goes as V². Traps steepen the curve, because the free fraction of the charge grows as they fill. So my film has traps.

**A:** Traps can give that slope, but your conclusion needs the converse: that nothing else does. Which voltage is on your horizontal axis, and are the two contacts alike?

**Q:** The applied voltage, as read from the source. The contacts differ, with a built-in voltage of about 1 V.

**A:** Then consider a diode with no traps at all. Holes enter at x = 0 and leave at x = L; the field F is positive when it pushes them towards L. The mobility μ is constant, there is no doping, and diffusion obeys the Einstein relation with Vt = kT/q. The contacts hold the hole densities at p(0) = p0 and p(L) = pL, with pL much smaller. The equations are

J = qμ(pF − Vt p′),  εF′ = qp.

Divide the first by qμp and integrate across the film. The left side is the drop of the hole quasi-Fermi potential, which is the applied voltage V:

V = ∫F dx + Vt ln(p0/pL) = U + Vbi.

Here U = ∫F dx is the electrostatic drop that drives the holes, and Vbi = Vt ln(p0/pL). Thus U = V − Vbi.

**Q:** So the square law should be written in U?

**A:** To a first approximation. Drop diffusion and take F(0) = 0. Then J = εμFF′, which integrates to F² = 2Jx/(εμ). Integrating F once more gives

U = (2/3)L^(3/2) √(2J/(εμ)),  so  J = (9/8)εμU²/L³.

At fixed Vbi, dU = dV, and the slope on your plot is

m = d ln J/d ln V = 2V/(V − Vbi).

For V = 3 V and Vbi = 1 V this is 6/2 = 3. No trap has entered.

**Q:** But I measured 2.5, not 3. And your formula diverges at V = Vbi, where my curve is smooth.

**A:** Both objections point at the neglected diffusion. Put qp = εF′ into the current equation:

J = εμ(FF′ − Vt F″).

Both terms are derivatives, so with a constant C

F²/2 − Vt F′ = Jx/(εμ) + C.

Now substitute F = −2Vt u′/u. Then F²/2 = 2Vt² u′²/u², and −Vt F′ = 2Vt²(u″/u − u′²/u²). The squares cancel, leaving

u″ = [x/ℓ³ + C/(2Vt²)] u,  ℓ³ = 2Vt²εμ/J.

In the variable ζ = x/ℓ + Cℓ²/(2Vt²) this is Airy's equation, d²u/dζ² = ζu. The drop follows at once from F = −2Vt(ln u)′:

U = 2Vt ln[u(0)/u(L)].

**Q:** Airy's equation has two solutions. Which one is the diode?

**A:** Take V well above Vbi, so that the field at the exit is positive. Then u must decay there, which selects Ai. A little of the growing solution Bi is needed to make F′(L) nearly zero, as the small pL demands. Write z for the value of ζ at x = L, and η for the ratio of the Bi part to the Ai part there. With F′ = 0 the first integral requires (du/dζ)/u = −√z. For large z the mixture gives −√z[1 + 1/(4z^(3/2)) − 2η], so η = 1/(8z^(3/2)). This changes U by about 2Vtη, roughly 0.1 mV in the example below, and I drop it.

At the entrance the density is very high. Near a zero of u placed at x = −a, just outside the film, u is proportional to x + a. Hence F = −2Vt/(x + a) and F′ = 2Vt/(x + a)². Setting εF′(0) = qp0 gives

a = √(2εVt/(qp0)).

The zero must be the first one, a1 = −2.338, because any further zero would lie inside the film and make the field infinite there. So ζ = a1 + (x + a)/ℓ. For a ≪ ℓ, u(0) = Ai′(a1)a/ℓ, and

U = 2Vt ln[Ai′(a1)(a/ℓ)/Ai(z)],  z = a1 + (L + a)/ℓ.

**Q:** Does that contain the square law?

**A:** Yes. For large z, Ai(z) ≈ exp(−2z^(3/2)/3)/(2√π z^(1/4)). The leading part is U ≈ (4/3)Vt(L/ℓ)^(3/2). Squaring and inserting ℓ³ gives U² = (8/9)JL³/(εμ), the drift law again.

For the slope, keep the full expression. Since ℓ varies as J^(−1/3), ln(a/ℓ) gains 1/3 per unit of ln J, and z gains (L + a)/(3ℓ). Therefore

D ≡ dU/d ln J = (2Vt/3)[1 − ((L + a)/ℓ) Ai′(z)/Ai(z)],  m = V/D.

Define Vc = 2D − U. Then 2D = V − Vbi + Vc, and

m = 2V/[V − (Vbi − Vc)].

With V and D positive, the slope exceeds two if and only if Vbi > Vc.

**Q:** What is Vc physically?

**A:** It measures how band bending at the injecting contact shifts the square law. The crowded holes there diffuse inwards against a negative field. That region contributes negatively to U, so the rest of the film has more than U available for drift, and it has a shorter path to cover. At 3 V in the example below the extra drop is only 0.12 V; the shorter path matters more. Put into the drift law, the two raise the current by a factor of 1.4. Diffusion beyond the point of zero field supplies the rest of the factor of 1.6 found below. Inserting the large-z form of Ai into 2D − U, with (L + a)/ℓ = z + |a1|, and dropping |a1|/(4z) beside 5/4, gives

Vc ≈ (4/3)Vt(|a1|√z + 5/4) − 2Vt ln[2√π z^(1/4) Ai′(a1)a/ℓ].

So Vc is a slowly varying function of current. Its leading growth at very large z is as √z, that is, as J^(1/6); in the example below it is slower, from 0.37 V at 2 V to 0.46 V at 5 V, or about J^0.09. The offset Vbi − Vc is therefore not a strict constant of the diode.

**Q:** Put in numbers for a film like mine.

**A:** Take L = 200 nm, relative permittivity 3, μ = 1×10⁻⁴ cm²/Vs, T = 300 K, p0 = 1×10¹⁹ cm⁻³ and Vbi = 1 V. Then Vt = 0.02585 V and a = 0.926 nm. At V = 3 V, U = 2 V, and solving the Airy expression for U numerically gives the length ℓ = 11.44 nm. So a/ℓ = 0.081, which is small as required, and

z = −2.338 + 200.926/11.44 = 15.2.

For large z, −Ai′/Ai ≈ √z + 1/(4z) = 3.92. The square bracket in D is 1 + 17.56 × 3.92 = 69.8, and

D = (2 × 0.02585/3) × 69.8 = 1.203 V,
m = 3/1.203 = 2.49.

That is your slope, from a diode without traps. A direct numerical solution of the drift-diffusion and Poisson equations, which makes no use of Airy functions, also gives 2.49. Further,

Vc = 2 × 1.203 − 2 = 0.406 V,  Vbi − Vc = 0.594 V.

The large-z expression for Vc gives 0.36 + 0.05 = 0.41 V, the second part being the logarithm.

**Q:** Then I subtract 1 V from the voltage axis and recover a slope of two.

**A:** You would overshoot. Against V − Vbi the slope is U/D = 2/1.203 = 1.66. The current is also larger than the drift law predicts from U: 23.7 against 14.9 mA/cm². If you fitted the drift law at this point with the full Vbi subtracted, you would report a mobility 1.6 times too high.

The offset can be read from the data instead. A tangent to √J against V meets the voltage axis at V − √J/(d√J/dV) = V − 2V/m = V − 2D, which is Vbi − Vc. At 3 V the numerical curve gives 0.593 V. Reading the offset this way makes the local slope two by construction, so a slope of two at that one point is no evidence against traps. What carries information is how far the offset moves over a range of voltage. In this trap-free diode it drifts only from 0.63 V at 2 V to 0.54 V at 5 V. In a diode with equal contacts and the larger of the two trap densities considered later, it moves from 0.25 V to 0.95 V over the same range. A mobility that grows with field also makes the offset rise with voltage, so a rising offset shows a departure from the constant-mobility, trap-free model, not traps in particular.

**Q:** How do I know that the built-in voltage is the cause, and not something else in your equations?

**A:** Change it and hold the rest fixed. With equal contacts, pL = p0 and Vbi = 0, the numerical slope at 3 V falls to 1.78. At seven voltages from 0.05 to 5 V it never exceeds 1.84.

The threshold can be tested more closely. Keep U = 2 V and set Vbi 0.1 V below Vc: the numerical slope is 1.917. Set it 0.1 V above Vc: the slope is 2.083. The currents in these two diodes and in the 1 V diode agree within 1% at this common U, as they should if the current depends on V − Vbi while the exit density stays small.

**Q:** My slope is much steeper at low voltage. Surely that part is trap filling?

**A:** It need not be. Well below Vbi the field opposes the holes through the film, and only diffusion carries them over the barrier. The current is then so small that Jx/(εμ) can be dropped beside C. With κ² = C/(2Vt²), u″ = κ²u, and the solution is u = sinh κ(x + a), provided κa ≪ 1. For κL well above one,

−U = Vbi − V = 2Vt[κ(L + a) − ln(2κa)].

To get the current, note that F = −2Vt u′/u makes the current equation J = −qμVt u⁻² d(pu²)/dx. Multiply by u² and integrate:

J ∫u² dx = qμVt[p0u(0)² − pLu(L)²].

The second term is smaller than the first by exp(−V/Vt), and I drop it. The integral is dominated by the exit side and equals u(L)²/(2κ). Since u(0)²/u(L)² = exp(U/Vt),

J = 2κqμVt p0 exp(U/Vt).

Now κ also depends on U. From the barrier equation, dU = −2Vt(L + a − 1/κ)dκ, so d ln κ/dU = −1/{2Vt[κ(L + a) − 1]}. Adding this to 1/Vt and multiplying by V gives

m = (V/Vt){1 − 1/(2[κ(L + a) − 1])}.

At 0.5 V, κL = 6.89 and κ(L + a) = 6.92. Then m = 19.34 × (1 − 1/11.84) = 17.7, and the numerical solution agrees. The same trap-free diode has its steepest slope, about 20, near 0.64 V. From there the slope falls to 6.3 at 1 V, 3.5 at 1.5 V, 2.9 at 2 V and 2.2 at 5 V. It is finite at V = Vbi, where the drift estimate diverged.

**Q:** If the slope cannot decide, what can?

**A:** Thickness is a better witness. Consider first a diode in which traps do cause the slope: drift alone, F(0) = 0, no built-in voltage, and a uniform trap population with trapped density pt(p) set by the local free density. Then

J = qμpF,  εF′ = q[p + pt(p)].

Write x = Ly, F = Lg(y) and J = Lj. The equations become j = qμpg and ε dg/dy = q(p + pt), in which L no longer appears. The voltage is V = L²∫g dy, with the integral a function of j alone. Hence

J = L f(V/L²),  d ln J/d ln L = 1 − 2m.

The first term comes from the prefactor L, and the −2m from V/L² at fixed V.

For the trap-free diode with built-in voltage, hold V, μ and the contact densities fixed, and so U. Changing ln L changes U by −2Vt(L/ℓ)Ai′(z)/Ai(z); the current must compensate through D. The exponent is therefore

d ln J/d ln L = 2Vt(L/ℓ)[Ai′(z)/Ai(z)]/D.

At 3 V this is 0.0517 × 17.48 × (−3.92)/1.203 = −2.94, and the numerical solution gives −2.94 too. The trap law, fed with this diode's slope, would have demanded −3.99.

**Q:** Is there a trap diode with nearly my slope to set beside it?

**A:** Take the same film, again with drift alone and no built-in voltage, and pt = 5×10¹⁸ cm⁻³ × √(p/10²¹ cm⁻³). If the trapped charge dominated, total charge proportional to V would mean p proportional to V² and J proportional to V³. Here free holes also count, and the slope at 3 V is 2.47. Its thickness exponent is −3.93. Diffusion lowers the slope here too: with equal contacts of density p0, the same traps give a slope of 2.09 and an exponent of −3.76, and four times as many traps give 2.38 and −4.61. So a diode of this kind whose traps bring the slope close to yours has an exponent beyond −4, against about −3 for the trap-free diode. Over a 20% increase in thickness, an exponent of −2.94 lowers the current to 0.59 of its value, and one of −4.61 to 0.43. The films must share the same mobility and contacts, and a diode with both traps and built-in voltage needs a fit of both.

**Q:** How far is your model diode from a real polymer film?

**A:** The thickness, permittivity, mobility and built-in voltage are rough typical values for a conjugated-polymer diode; none describes a particular material. The assumption most likely to matter is constant mobility. If μ grows as exp(γ√F), with a rough γ = 1×10⁻⁴ (m/V)^(1/2), a mean-field estimate of the addition to the slope at 3 V is (γ/2)√(U/L) × V/U = 0.24; solving the full equations with this mobility gives 0.19. A larger γ adds more in proportion, and values of several 10⁻⁴ (m/V)^(1/2) are reported for disordered polymers: at 5×10⁻⁴ the addition is 0.96. So field-dependent mobility is another trap-free route to a steep curve. It also shifts the thickness exponent, from −2.94 to −3.08 at γ = 1×10⁻⁴ and to −3.62 at 5×10⁻⁴. With drift alone and no built-in voltage, J = f(V/L)/L and the exponent is −1 − m, which is −3.5 at your slope, so an exponent between −3 and −4 does not by itself point to traps. A mobility that rises with hole density, as in strongly disordered polymers, is a third. With drift alone it obeys the same thickness law, 1 − 2m, as traps do, so thickness cannot separate those two. The contact density is also uncertain: at fixed Vbi, a tenfold decrease or increase moves the slope to 2.56 or 2.43. In a Gaussian density of states of width σ = 0.075 eV, dilute statistics fail once the Fermi level comes within σ²/kT of the centre (σ and kT in the same units), at a filling of ½exp[−σ²/(2(kT)²)], about 0.7%. At the contact about 1% of the sites are filled, so the Einstein relation is doubtful there. In the bulk of the film the drift law gives a filling of about 1.2×10⁻⁵, which is safely dilute. A series resistance of 20 Ω with a 0.1 cm² device drops 0.047 V when the film itself has 3 V, and lowers the slope to 3.047/(1.203 + 0.047) = 2.44. Estimated heating through a glass substrate is 0.5 K if the back of the glass is kept at 300 K. In still air the film can warm by several kelvin, and a thermally activated mobility then steepens the curve, so cool the substrate or measure with short pulses. For an assumed gap of 2 eV, injected electrons number about 6×10⁷ cm⁻³, against roughly 10¹⁶ cm⁻³ holes in the bulk of the film. The numerical output lists the inputs of these estimates. The dilute limit printed there, 1.1×10⁻⁴, is a stricter one, at which the ratio D/μ is already about 5% above its dilute value.

**Q:** So I may not say that my film is trap-free either.

**A:** No. Your slope of 2.5 at 3 V is what a 1 V built-in voltage produces without traps in this model, and a suitable trap distribution without built-in voltage can produce a similar one. Measure several thicknesses, or make the contacts alike, and fit the currents with the built-in voltage and contact diffusion included. Traps become a supported conclusion if the steepness survives that treatment and a mobility that depends on field or on hole density cannot account for it. Thickness alone does not exclude the density dependence; measurements at several temperatures, or an independent measurement of the mobility, can help.

Computed results

```
temperature 300 K, thermal voltage 0.02585 V
thickness 200 nm, relative permittivity 3.0
mobility 1.0e-04 cm2/Vs, built-in voltage 1.00 V
injecting contact density 1.0e+19 cm^-3
extracting contact density 1.59e+02 cm^-3
contact length a 0.926 nm
first Airy zero -2.3381, Ai' there 0.7012
V = 0.5 V: J = 1.136e-05 mA/cm2, slope 17.71
V = 1.0 V: J = 5.013e-01 mA/cm2, slope 6.30
V = 1.5 V: J = 3.194e+00 mA/cm2, slope 3.54
V = 2.0 V: J = 8.003e+00 mA/cm2, slope 2.92
V = 3.0 V: J = 2.372e+01 mA/cm2, slope 2.49
V = 5.0 V: J = 7.885e+01 mA/cm2, slope 2.24
steepest slope 20.3 near V = 0.64 V
hyperbolic formula, slope at 0.5 V: 17.71
kappa*L at 0.5 V: 6.89
drift law with V-Vbi at 3 V: J = 14.94 mA/cm2
drift estimate of slope at 3 V: 3.00
Airy formula at 3 V: J = 23.71 mA/cm2
Airy formula, dU/dlnJ at 3 V: 1.203 V
Airy formula, slope at 3 V: 2.49
Airy length at 3 V: 11.44 nm
slope at 3 V against V-Vbi: 1.66
band-bending voltage Vc at U = 2 V: 0.406 V
offset Vbi-Vc: 0.594 V
tangent intercept of sqrt(J) at 3 V: 0.593 V
slope for Vbi = Vc-0.1 V at U = 2 V: 1.917
slope for Vbi = Vc+0.1 V at U = 2 V: 2.083
equal contacts: slope at 3 V 1.78
equal contacts: largest slope, 0.05-5 V, 1.84
thickness exponent at 3 V, no traps: -2.94
thickness exponent, Airy formula: -2.94
1-2m for that diode: -3.99
trap prefactor 5.0e+18, sites 1.0e+21 cm^-3
diode with traps at 3 V: slope 2.47
diode with traps: thickness exponent -3.93
neglected effects at 3 V (rough inputs):
field coefficient of mobility 1e-04 (m/V)^0.5
slope added by field-dependent mobility 0.24
peak field 0.19 MV/cm
mean hole density 1.2e+16 cm^-3
mean site filling 1.2e-05
dilute limit of filling, width 0.075 eV: 1.1e-04
site filling at injecting contact 1.0e-02
slope, contact density /10: 2.56, x10: 2.43
gap 2.0 eV, electron barrier 0.88 eV
image-force lowering 0.095 eV
injected electron density 6.3e+07 cm^-3
heating through 0.7 mm glass, 1 W/mK: 0.50 K
drop over 20 ohm, 0.1 cm2: 0.047 V
```
